Blocking temperature of an antiferromagnetic grain: barrier, attempts and waiting time

**Problem**

A cylindrical antiferromagnetic grain has diameter D = 8 nm, thickness d = 6 nm and uniaxial anisotropy K = 0.5 MJ/m³. Its Néel vector, the difference of the two sublattice magnetizations, has two stable directions along the easy axis. It attempts to pass from one to the other at the rate f₀ = 1 GHz.

(a) At what temperature is the grain blocked for a waiting time t = 100 s?
(b) Will it keep its direction for ten years at 300 K?

The grain is isolated, its Néel vector turns as one unit, and K does not depend on temperature. "Blocked for a time t" has its limit where a fraction 1/e of many such grains has not yet reversed after t.

**A tempting solution**

The Néel vector at angle θ from the easy axis has the energy

E(θ) = KV sin²θ.

To reverse, it must cross θ = 90°, so the barrier is KV. The volume is

V = πD²d/4 = π × 64 × 6/4 nm³ = 301.6 nm³,

and the barrier is

KV = (0.5 × 10⁶ J/m³)(3.016 × 10⁻²⁵ m³) = 1.508 × 10⁻¹⁹ J = 0.941 eV.

The grain should come loose when the thermal energy matches the barrier:

k_B T = KV, so T = 1.09 × 10⁴ K.

Room temperature is far below this, so the direction is safe for ten years.

**Where it fails**

The volume and the barrier are right. The fault is the condition k_B T = KV. It asks when a typical fluctuation is as large as the barrier, whereas one rare fluctuation is enough to reverse the grain. In 100 s there are f₀t = 10¹¹ attempts, so a success probability near 10⁻¹¹ per attempt already matters. Neither f₀ nor t entered the calculation, although the question names a waiting time.

**Solution of (a)**

Let each attempt succeed independently with the Boltzmann probability

p = exp(−KV/k_B T).

This is the Arrhenius assumption; its exponent is derived below for one kind of motion. After N = f₀t attempts, the fraction of grains that has never reversed is

S = (1 − p)ᴺ, or ln S = N ln(1 − p).

Since p is about 10⁻¹¹ here, ln(1 − p) ≈ −p, and

S = exp(−f₀t p).

For a chosen surviving fraction s,

f₀t exp(−KV/k_B T) = ln(1/s).

Divide by f₀t, take the logarithm and change the sign:

KV/(k_B T) = ln[f₀t / ln(1/s)].

For s = 1/e the inner logarithm is 1, which leaves

T_B = KV / [k_B ln(f₀t)].

With ln(10¹¹) = 25.33,

T_B = (1.508 × 10⁻¹⁹ J) / [(1.381 × 10⁻²³ J/K) × 25.33] = 431 K, or 158 °C.

The barrier is thus about 25 times k_B T at blocking, and the tempting answer was too high by this factor.

The crossover has a width even for identical grains. Putting s = 0.9 and s = 0.1 into the general formula gives 396 K and 446 K: over this interval the fraction still unreversed after 100 s falls from 90 % to 10 %. Blocking is a comparison of two times and not a phase transition.

The criterion also matters. Suppose one follows the difference m = P₁ − P₂ between the populations of the two directions instead of first reversals. With the jump rate r = f₀p in both directions,

dP₁/dt = −rP₁ + rP₂, dP₂/dt = −rP₂ + rP₁.

Subtraction gives dm/dt = −2rm, because each jump changes the difference by two grains. Demanding that m fall to 1/e in the time t replaces ln(f₀t) by ln(2f₀t), and the result becomes 420 K.

**Solution of (b)**

At 300 K the ratio KV/(k_B T) is 36.41. The mean waiting time for a reversal is

τ = exp(36.41)/f₀ = 6.5 × 10⁶ s = 75 days.

Ten years is about 49 such times, so a first reversal is practically certain. The answer to (b) is no, although 300 K lies 131 K below the blocking temperature for 100 s.

The same formula with t = 3.16 × 10⁸ s has ln(f₀t) = 40.3 and gives a ten-year blocking temperature of 271 K. At fixed time, thickness and anisotropy, T_B is proportional to D². Raising it to 300 K therefore needs

D = 8 nm × √(300/271.1) = 8.42 nm.

Even then a fraction 1 − 1/e of the grains reverses at least once within ten years. A storage layer that tolerates fewer reversals needs a larger barrier.

The square law makes size the sensitive quantity. At 100 s, a 7 nm grain blocks at 330 K and a 9 nm grain at 546 K, with everything else fixed. A spread of 1 nm in diameter thus outweighs the thermal width found above.

**Why the exponential, and how constant is f₀?**

Consider overdamped motion: the direction diffuses over the sphere with rotational diffusion constant D_r. Let x = cos θ and σ = KV/(k_B T). Apart from a constant, the energy is −KVx², so the Boltzmann weight is exp(σx²). Let T₁(x) be the mean time to reach the equator from x. Free diffusion on the sphere has the operator D_r (d/dx)(1 − x²)(d/dx). Including the drift that keeps the Boltzmann weight stationary, the mean time obeys

D_r (d/dx)[(1 − x²) exp(σx²) dT₁/dx] = −exp(σx²).

Integrate from x to 1. The bracket vanishes at the pole x = 1, so

D_r (1 − x²) exp(σx²) dT₁/dx = ∫ₓ¹ exp(σy²) dy.

Solve for dT₁/dx and integrate from the equator, where T₁ = 0, to the pole:

T₁(1) = (1/D_r) ∫₀¹ dx [exp(−σx²)/(1 − x²)] ∫ₓ¹ exp(σy²) dy.

For σ ≫ 1 the outer integral comes from small x and the inner one from y near 1. There y² ≈ 1 − 2(1 − y), so the inner integral is exp(σ)/(2σ). The outer one is ½√(π/σ). Hence, to leading order,

T₁(1) = √π exp(σ) / (4D_r σ^(3/2)).

From the equator the two wells are equally likely. If T₂ is the mean time to reach the other well, then T₂ = T₁(1) + ½T₂, since half of the arrivals fall back and start again; the short descent is neglected. So T₂ = 2T₁(1), and the reversal rate is

1/T₂ = (2D_r/√π) σ^(3/2) exp(−σ).

The exponent is the assumed one, but the prefactor depends weakly on σ. Evaluating the full double integral at fixed D_r gives a prefactor 1.75 times larger at 300 K than at 431 K. But D_r is itself proportional to T when the friction is fixed (Einstein relation), which leaves a factor 1.75 × 300/431 = 1.22. If f₀ were 1 GHz at T_B, this would shorten the 75 days to roughly 60. Antiferromagnetic motion also has inertia, so this calculation supports the exponent and does not derive the value 1 GHz.

**The grain next to a ferromagnet**

In an exchange-bias stack the grain touches a ferromagnet. Hold the ferromagnet saturated along θ = 0, and let J be the coupling energy per area and A = V/d the contact area. Then

E(θ) = KV sin²θ − JA cos θ.

Its derivative is sin θ (2KV cos θ + JA). Between the poles it vanishes at

cos θ = −h, with h = JA/(2KV) = J/(2Kd).

Since JA = 2hKV, the energy at this maximum is

KV(1 − h²) + 2h²KV = KV(1 + h²).

The well at θ = 0 has energy −2hKV and the well at 180° has +2hKV. The two barriers are therefore

KV(1 + h)² out of the favoured well,
KV(1 − h)² out of the unfavoured well.

For h → 0 both return to KV. At h = 1 the second barrier vanishes and the upper well is gone.

A rough value J = 0.2 mJ/m² gives h = 0.2 × 10⁻³/(2 × 0.5 × 10⁶ × 6 × 10⁻⁹) = 0.033. The 100 s blocking temperature is then 460 K for leaving the favoured direction and 403 K for leaving the unfavoured one.

The coupling also decides what a hot grain does. With two wells at energies ∓JA, the equilibrium population difference is

m = tanh(JA/k_B T).

At 431 K, JA/(k_B T) = 1.69 and m = 0.934. Integrating the Boltzmann weight over the whole sphere gives 0.929; the two-well formula ignores the slightly different widths of the wells. Since 431 K lies above the 403 K needed to leave the unfavoured direction within 100 s, holding the grains at 431 K for that time beside a saturated ferromagnet sets most of them in the favoured direction instead of randomizing them. At a temperature well below 403 K, most grains in the unfavoured direction would stay there for those 100 s, but not indefinitely: at 300 K the ratio KV(1 − h)²/(k_B T) is 34.0, and the mean waiting time to leave is about 7 days.

**Does the grain turn as one unit?**

Let A_ex be the exchange stiffness, so that a varying angle costs A_ex|∇θ|² per volume. Near the barrier top write θ = 90° + u. Then sin²θ = cos²u ≈ 1 − u², and the change of energy is

δE = ∫ (A_ex|∇u|² − Ku²) dV.

A mode of wavenumber k has stiffness A_ex k² − K. The uniform mode, k = 0, is unstable, as it must be at a barrier top. For a disc with free edges the lowest nonuniform mode has k = 1.841/(D/2) = 0.46 nm⁻¹. With the rough value A_ex = 10 pJ/m, A_ex k² = 2.1 MJ/m³, well above K. The first mode across the thickness, k = π/d = 0.52 nm⁻¹, is stiffer still. Uniform rotation therefore crosses the barrier top with a single unstable direction. Turning about the easy axis costs no energy, so the top is the whole equator and not one isolated point. Setting A_ex k² = K gives the diameter at which this ends:

D = 2 × 1.841 × √(A_ex/K) = 16.5 nm.

Beyond it, a nonuniform path crosses at lower energy, and the barrier falls gradually below KV as D grows.

Tunnelling through the barrier competes with thermal crossing below roughly ħω/(2πk_B), where ω is the angular frequency of small oscillations. For a rough resonance of 1 THz this is 7.6 K, so it is negligible here.

**Beside a real pinning layer**

The numbers are rough magnitudes for a sputtered IrMn layer. A single Néel vector is itself a simplification there, because IrMn can order noncollinearly with more than two sublattices. Within the model, two further assumptions are doubtful. First, the attempt rate of 1 GHz is simply assumed, and antiferromagnetic resonances can be much faster. The attempt rate need not equal the resonance frequency, so take f₀ = 1 THz only as a rough value. With K held fixed, ln(f₀t) then rises to 32.2 and T_B falls to 339 K. If K was itself inferred from a measured blocking temperature, it must be re-evaluated with the same f₀, since K = k_B T_B ln(f₀t)/V.

Second, anisotropy weakens on heating. Suppose that 0.5 MJ/m³ is the value at 300 K and that K falls linearly to zero at a Néel temperature T_N = 700 K. With T_B = 431.2 K as the constant-K result, the blocking temperature T obeys

T = T_B (1 − T/T_N)/(1 − 300 K/T_N).

Multiply by the denominator and collect the terms in T:

T = T_B / (1 − 300 K/T_N + T_B/T_N) = 431.2 K/(0.571 + 0.616) = 363 K.

There K has dropped to 0.42 MJ/m³. Both changes together give 321 K. The value 431 K is thus the answer for the stated model, with 0.5 MJ/m³ taken as the anisotropy at the blocking temperature; for a real grain these assumptions can move it by about 100 K. The answer to (b) is more fragile, because it rests on K at 300 K. If 0.5 MJ/m³ is the value at 431 K and K follows the linear law, then K at 300 K is 0.5 × 0.571/0.384 = 0.74 MJ/m³, KV/(k_B T) is 54, the waiting time is of order 10⁷ years, and the answer becomes yes. With constant K and f₀ = 1 THz, the 75 days shrink instead to about 2 hours. The numerical output lists the values used.

Computed results

```
Diameter: 8.0 nm
Thickness: 6.0 nm
Anisotropy: 0.50 MJ/m3
Attempt rate: 1.0 GHz
Waiting time: 100.0 s
Grain volume: 301.6 nm3
Barrier KV: 1.5080e-19 J
Barrier KV: 0.9412 eV
ln(f0 t): 25.328
Blocking temperature T_B: 431.2 K
T_B in Celsius: 158.1 C
T for 90 % unreversed: 396.0 K
T for 10 % unreversed: 445.9 K
T_B with return jumps counted: 419.7 K
KV/kT at 300 K: 36.41
Mean waiting time at 300 K: 6.48e+06 s
Mean waiting time at 300 K: 75 days
T_B for ten years: 271.1 K
Diameter for ten years at 300 K: 8.42 nm
T_B at 7 nm diameter: 330.2 K
T_B at 9 nm diameter: 545.8 K
Diffusion prefactor, 300 K over T_B: 1.75
Rough fast attempt rate: 1.0 THz
T_B at fast attempt rate: 338.8 K
Rough Neel temperature: 700 K
T_B, K quoted at 300 K and falling: 363.1 K
Anisotropy at that T_B: 0.421 MJ/m3
T_B, falling K and fast attempts: 321.0 K
Rough interface coupling J: 0.20 mJ/m2
Reduced coupling h: 0.0333
T_B leaving the favoured state: 460.4 K
T_B leaving the unfavoured state: 403.0 K
J A / kT at T_B: 1.689
Equilibrium order, two-state: 0.934
Equilibrium order, sphere integral: 0.929
Rough exchange stiffness: 10.0 pJ/m
Disc mode root: 1.8412
Critical diameter for coherence: 16.5 nm
Rough resonance frequency: 1.0 THz
Tunnelling crossover: 7.6 K
```
